# Second-order Uehling shift of the 2P–2S splitting in muonic hydrogen, part 1

(Sections cited here and not found follow in the second part.)

A prediction of the 2P–2S splitting in muonic hydrogen has to settle how many times the electron vacuum-polarization potential is allowed to act. Acting once, in the nonrelativistic point-proton model used here, it gives 205.0074 meV (relativistic corrections, of relative order $\alpha^2$, enter at the level of a few times 0.01 meV). The part of the splitting that measures the proton radius is roughly 4 meV (a rough size only) and is proportional to the square of the radius, so an omitted term of 0.15 meV would move an extracted radius by about $\tfrac12\times 0.15/4\approx 2\%$ of its value. The second action of the potential contributes 0.151 meV and the third 0.000074 meV. A calculation aiming at 0.001 meV therefore keeps the second order and drops the third. The method also has to be chosen. A sum over bound intermediate states gives the 2S term the wrong sign, so the whole spectrum must be included. Two ways of doing this are used here, the reduced Green function and a direct solution of the radial equation.

The number 0.151 meV is the difference $E(2P)-E(2S)$ in nonrelativistic second-order perturbation theory, for a point proton and a muon with the reduced mass $\mu$. It is of order $(\alpha/\pi)^2\mu\alpha^2$. The two-loop corrections to a single exchanged photon (the Källén–Sabry potential, which includes two electron loops in a chain) are of the same order. They are a first-order matrix element of a different potential and are not part of this number.

## Units and perturbation equations

Set $\hbar=c=1$, measure lengths in $a=1/(\mu\alpha)$ and energies in $\mu\alpha^2$. For $\psi=u(r)Y_{lm}/r$ with $\int_0^\infty u^2dr=1$, the radial Coulomb Hamiltonian is

$$h=-\frac12\frac{d^2}{dr^2}+\frac{l(l+1)}{2r^2}-\frac1r ,$$

and the $n=2$ level lies at $E_0=-1/8$. The states 2S and 2P are degenerate, but a central perturbation $gW(r)$ commutes with $\mathbf L^2$. The full Hamiltonian has no matrix elements between different $l$ in any order, and within one $l$ the level is nondegenerate. Spin is absent from this model, so 2P has no fine or hyperfine structure.

Insert $E=E_0+ge_1+g^2e_2+g^3e_3+\dots$ and $u+gu_1+g^2u_2+\dots$ into $(h+gW-E)(\dots)=0$, with the normalization choice $\langle u|u_k\rangle=0$. The powers of $g$ give

$$(E_0-h)u_1=(W-e_1)u,$$
$$(E_0-h)u_2=(W-e_1)u_1-e_2u,$$
$$(E_0-h)u_3=(W-e_1)u_2-e_2u_1-e_3u .$$

Multiply each by $u$ and integrate. The left sides vanish because $h$ is Hermitian and $(E_0-h)u=0$, which leaves $e_1=\langle u|W|u\rangle$, $e_2=\langle u|W|u_1\rangle$ and $e_3=\langle u|W|u_2\rangle$. The last can be freed of $u_2$. Since $\langle u|u_2\rangle=0$, $e_3=\langle (W-e_1)u|u_2\rangle=\langle (E_0-h)u_1|u_2\rangle=\langle u_1|(E_0-h)u_2\rangle$, and the second equation with $\langle u_1|u\rangle=0$ gives

$$e_3=\langle u_1|W-e_1|u_1\rangle .$$

Everything needed follows from $u_1$.

## A case done by hand: 2P with $W=1/r$

Take $u=r^2e^{-r/2}/\sqrt{24}$ and the perturbation $\lambda/r$. The answer is known in advance, because the perturbation changes the charge to $Z=1-\lambda$ and $E=-Z^2/8=-\tfrac18+\tfrac{\lambda}{4}-\tfrac{\lambda^2}{8}$. The method must return $e_1=1/4$ and $e_2=-1/8$.

With $\int_0^\infty r^ne^{-r}dr=n!$, the first order is $e_1=3!/24=1/4$. For $u_1$, write $u_1=uf$. Then $(uf)''=u''f+2u'f'+uf''$, and the term $u''f$ cancels against the potential and energy terms because $u$ solves the unperturbed equation:

$$(E_0-h)(uf)=\tfrac12\,(2u'f'+uf'')=\frac{(u^2f')'}{2u}. \tag{1}$$

The first-order equation becomes $(u^2f')'=2u^2(W-e_1)$. For a solution regular at the origin $u^2f'$ vanishes there, so

$$u^2f'=2F(r),\qquad F(r)=\int_0^r u^2(W-e_1)\,ds .$$

Here $u^2(W-e_1)=\tfrac1{24}(s^3-\tfrac14s^4)e^{-s}=\tfrac1{96}\frac{d}{ds}(s^4e^{-s})$, so $F=r^4e^{-r}/96=u^2/4$ and $f'=1/2$. The integration constant is fixed by $\langle u|u_1\rangle=\langle f\rangle=0$. With $\langle r\rangle=5!/24=5$ this gives $f=(r-5)/2$, and

$$e_2=\Big\langle \frac{f}{r}\Big\rangle=\frac12-\frac52\cdot\frac14=-\frac18 .$$

No intermediate state was written down, yet bound states and continuum are all included, because the differential equation was solved exactly.

The same steps give a formula for any $W$ when $u$ has no node. Since $\langle f\rangle=0$, $e_2=\int u^2f(W-e_1)\,dr=\int fF'dr$. $F$ vanishes at $0$, and at $\infty$ by the definition of $e_1$, in both cases fast enough to remove the boundary term of an integration by parts. So $e_2=-\int f'F\,dr$, that is

$$e_2=-2\int_0^\infty \frac{F^2}{u^2}\,dr, \tag{2}$$

the Dalgarno–Lewis form. In the example it gives $-2\cdot\tfrac1{16}\int u^2dr=-\tfrac18$. It is negative for every non-constant $W$ (a constant gives $F=0$ and $e_2=0$), as it must be for the lowest state of a given $l$.

## The 2P Green function from the same step

To solve the first-order equation once for all perturbations, replace the source by a point source with the component along $u$ removed. The reduced Green function is defined by

$$(E_0-h)_r\,G'(r,r')=\delta(r-r')-u(r)u(r'),\qquad \int_0^\infty u(r)G'(r,r')\,dr=0. \tag{3}$$

Multiplying (3) by $W(r')u(r')$ and integrating over $r'$ gives $Wu-e_1u$ on the right, so $u_1(r)=\int G'(r,r')W(r')u(r')\,dr'$, and it is orthogonal to $u$ by the second condition. In terms of eigenstates of $h$, $G'=\sum_{k\neq u}|k\rangle\langle k|/(E_0-E_k)$, with the continuum included in the sum.

Write $G'=u(r)\varphi(r)$ at fixed $r'$. By (1), $(u^2\varphi')'=2u(r)\delta(r-r')-2u(r)^2u(r')$. Define $P(r)=\int_0^ru^2ds$ and $Q=1-P$. Integrating from the origin gives $u^2\varphi'=-2u(r')P(r)$ for $r<r'$ and $u^2\varphi'=2u(r')[1-P(r)]=2u(r')Q(r)$ for $r>r'$. Two functions of one variable are therefore enough:

$$f_<'=-\frac{2P}{u^2},\qquad f_>'=\frac{2Q}{u^2}. \tag{4}$$

Then $\varphi=u(r')f_<(r)+A(r')$ inside and $\varphi=u(r')f_>(r)+B(r')$ outside. Continuity at $r=r'$ requires $A-B=u(r')[f_>(r')-f_<(r')]$, which is met by $A=u(r')[f_>(r')+c]$ and $B=u(r')[f_<(r')+c]$. With $r_<$ and $r_>$ the smaller and larger of $r,r'$,

$$G'(r,r')=u(r)u(r')\,[f_<(r_<)+f_>(r_>)+c]. \tag{5}$$

The orthogonality condition fixes $c$. Dividing $\int uG'dr=0$ by $u(r')$,

$$f_>(r')P(r')+\int_0^{r'}u^2f_<\,dr+f_<(r')Q(r')+\int_{r'}^\infty u^2f_>\,dr+c=0 .$$

The derivative of the first four terms with respect to $r'$, using $P'=u^2$ and $Q'=-u^2$, is $f_>'P+f_>u^2+u^2f_<+f_<'Q-f_<u^2-u^2f_>=f_>'P+f_<'Q$, which is zero by (4). So $c$ does not depend on $r'$ and may be evaluated at $r'\to0$. There $P\sim r'^{\,2l+3}$ and $f_>\sim r'^{\,-(2l+1)}$, their product vanishes, and

$$c=-f_<(0)-\int_0^\infty u^2f_>\,dr. \tag{6}$$

For 2P, four integrations by parts give $\int_r^\infty s^4e^{-s}ds=e^{-r}(r^4+4r^3+12r^2+24r+24)$. Dividing by $24$ gives $Q$, and

$$f_>'=2+\frac8r+\frac{24}{r^2}+\frac{48}{r^3}+\frac{48}{r^4},\qquad f_>=2r+8\ln r-\frac{24}r-\frac{24}{r^2}-\frac{16}{r^3}.$$

Since $P=1-Q$, $f_<'=f_>'-2/u^2=f_>'-48e^r/r^4$. The exponential integral has $\mathrm{Ei}'(r)=e^r/r$ and $\mathrm{Ei}(r)=\gamma+\ln r+r+\dots$ at small $r$. The three derivatives $(-e^r/3r^3)'=e^r/r^4-e^r/3r^3$, $(-e^r/6r^2)'=e^r/3r^3-e^r/6r^2$ and $(-e^r/6r)'=e^r/6r^2-e^r/6r$ add up to $e^r/r^4-e^r/6r$, so $\int e^r r^{-4}dr=-e^r\left(\tfrac1{3r^3}+\tfrac1{6r^2}+\tfrac1{6r}\right)+\tfrac16\mathrm{Ei}$. Multiplying by $-48$,

$$f_<=f_>+e^r\Big(\frac{16}{r^3}+\frac8{r^2}+\frac8r\Big)-8\,\mathrm{Ei}(r).$$

Expanding $e^r$ to third order, the middle term is $16/r^3+(16+8)/r^2+(8+8+8)/r+(\tfrac{16}6+4+8)+O(r)$. The three poles cancel those of $f_>$, $-8\ln r$ from $\mathrm{Ei}$ cancels $+8\ln r$, and $f_<(0)=\tfrac{44}3-8\gamma$. For the integral in (6) use $\int_0^\infty r^ne^{-r}\ln r\,dr=n!\,(H_n-\gamma)$, the derivative of $\Gamma(n+1)$, with $H_n=1+\tfrac12+\dots+\tfrac1n$ and $H_4=25/12$. Term by term,

$$\int u^2f_>\,dr=\frac{2\cdot120}{24}+8\Big(\frac{25}{12}-\gamma\Big)-\frac{24\cdot6}{24}-\frac{24\cdot2}{24}-\frac{16\cdot1}{24}=18-8\gamma ,$$

and $c_{2P}=-\tfrac{44}{3}-18+16\gamma=16\gamma-\tfrac{98}3=-23.4312160$.

## The general construction, with nodes

For a state with a node, division by $u^2$ in (4) is singular, and (2) diverges at the node unless $F$ happens to vanish there. The singularity comes from writing a smooth function as $u$ times $f$. Work instead with $w_<=uf_<$ and $w_>=uf_>$. By (1) and (4), $(E_0-h)w_<=(-2P)'/2u=-u$ and $(E_0-h)w_>=(2Q)'/2u=-u$. This suggests the definition that holds for any bound state: $w_<$ and $w_>$ solve

$$(E_0-h)w=-u,$$

with $w_<\sim r^{l+1}$ at the origin and $w_>$ decaying at infinity, and

$$G'(r,r')=u(r_<)w_>(r_>)+w_<(r_<)u(r_>)+c\,u(r)u(r'). \tag{7}$$

To verify (3), take $r<r'$ first. The $r$-dependence is $u(r)w_>(r')+w_<(r)u(r')+cu(r)u(r')$, and $(E_0-h)_r$ gives $-u(r)u(r')$. For $r>r'$ the roles are exchanged and the result is the same. At $r=r'$ the function is continuous, and the term $\tfrac12\partial_r^2G'$ produces a unit delta function if the slope jumps by $2$. The slope just outside is $uw_>'+w_<u'$ and just inside $u'w_>+w_<'u$ (the $c$ term is smooth), so the jump is $\mathcal W_>-\mathcal W_<$ with $\mathcal W=uw'-u'w$. With $V_l$ the Coulomb plus centrifugal potential, $u''=2(V_l-E_0)u$ and $w''=2(V_l-E_0)w-2u$, so $\mathcal W'=uw''-u''w=-2u^2$. Regularity gives $\mathcal W_<(0)=0$, hence $\mathcal W_<=-2P$. Decay gives $\mathcal W_>(\infty)=0$, hence $\mathcal W_>=2Q$. The jump is $2Q+2P=2$.

Because $(w/u)'=\mathcal W/u^2$, equation (4) still holds between nodes. The differential equation for $w$ has no singular point at a node, so $w$ is analytic there, and one analytic expression for $f$ must be used on both sides. A different constant on one side would add a multiple of $u$ on that side only, which puts a kink in $w$ since $u'\neq0$ at a node. Formula (6) survives as well. The function $\int uG'dr$ equals $u(r')$ times a constant on each side of the node by the derivative argument above, it has a continuous slope because it is built from the smooth $w$, $P$, $Q$ and running integrals, and therefore the two constants are equal.

For 2S, $u=r(2-r)e^{-r/2}/\sqrt8$ and $u^2=\tfrac18(r^4-4r^3+4r^2)e^{-r}$. The tails are $\int_r^\infty s^3e^{-s}ds=e^{-r}(r^3+3r^2+6r+6)$, $\int_r^\infty s^2e^{-s}ds=e^{-r}(r^2+2r+2)$ and the quartic one above. The coefficients combine to $r^4+(4-4)r^3+(12-12+4)r^2+(24-24+8)r+(24-24+8)$, so

$$f_>'=\frac{N(r)}{r^2(r-2)^2},\qquad N=2(r^4+4r^2+8r+8).$$

In partial fractions $f_>'=2+A/r^2+B/r+C/(r-2)^2+D/(r-2)$. At $r=0$, $N=16$ and $N'=16$, so $A=16/4=4$ and $B=[N/(r-2)^2]'=16/4+16\cdot(-2)/(-2)^3=8$. At $r=2$, $N=112$ and $N'=2(32+16+8)=112$, so $C=112/4=28$ and $D=[N/r^2]'=112/4-2\cdot112/8=0$. The vanishing of $D$ is forced: a term $D\ln|r-2|$ in $f_>$ would make $w_>$ nonanalytic at the node. Integrating,

$$f_>=2r-\frac4r+8\ln r-\frac{28}{r-2}.$$

Next, $f_<'=f_>'-16e^r/[r^2(r-2)^2]$. From $\frac1{r(r-2)}=\frac12\left[\frac1{r-2}-\frac1r\right]$, squaring and using the same identity on the cross term,

$$\frac1{r^2(r-2)^2}=\frac14\Big[\frac1{(r-2)^2}-\frac1{r-2}+\frac1{r^2}+\frac1r\Big].$$

The first pair times $e^r$ is the derivative of $-e^r/(r-2)$. Also $\int e^r r^{-2}dr=-e^r/r+\mathrm{Ei}$ and $\int e^rr^{-1}dr=\mathrm{Ei}$. Multiplying the sum by $-16\cdot\tfrac14=-4$,

$$f_<=f_>+\frac{4e^r}{r-2}+\frac{4e^r}r-8\,\mathrm{Ei}(r).$$

At the origin $-28/(r-2)\to14$, $4e^r/(r-2)\to-2$, $(4e^r-4)/r\to4$ and the logarithms cancel, so $f_<(0)=16-8\gamma$. For the integral in (6), $\langle r\rangle=(120-96+24)/8=6$ and $\langle1/r\rangle=(6-8+4)/8=\tfrac14$. The logarithm gives $8\langle\ln r\rangle=24(\tfrac{25}{12}-\gamma)-24(\tfrac{11}6-\gamma)+8(\tfrac32-\gamma)=18-8\gamma$. The pole term gives $-\tfrac{28}8\int r^2(r-2)e^{-r}dr=-\tfrac{28}{8}(6-4)=-7$. The total is $12-1+18-8\gamma-7=22-8\gamma$, and $c_{2S}=16\gamma-38=-28.7645494$. Multiplying by $u$, and using $(2-r)/(r-2)=-1$, removes the poles:

$$w_>=\frac{e^{-r/2}}{\sqrt8}\big[(2-r)(2r^2-4+8r\ln r)+28r\big],$$
$$w_<=w_>+\frac{e^{-r/2}}{\sqrt8}\big[8(1-r)e^r-8r(2-r)\,\mathrm{Ei}(r)\big].$$

The numerical check verifies symbolically, for both states, the equation for $w_<$ and $w_>$ and the jump of $2$, and it checks $f_<(0)$ numerically.

## The Uehling potential

The input from quantum electrodynamics is the one-loop electron vacuum polarization with on-shell charge renormalization. For a static source with momentum transfer $\mathbf q$ it multiplies the Coulomb potential $-4\pi\alpha/\mathbf q^2$ by $1+\Pi$, where, with $g=\alpha/\pi$ and $K=\mathbf q^2/m_e^2$,

$$\Pi=2g\int_0^1x(1-x)\ln[1+x(1-x)K]\,dx .$$

$\Pi$ is positive, so the attraction grows at short distance. To transform to position space, set $x=(1+v)/2$. Then $x(1-x)=(1-v^2)/4$, $dx=dv/2$, and the integrand is even in $v$, so $\Pi=\tfrac g2\int_0^1(1-v^2)\ln[1+(1-v^2)K/4]\,dv$. Integrate by parts with the antiderivative $v-v^3/3$, which vanishes at $v=0$ while the logarithm vanishes at $v=1$. The derivative of the logarithm is $-2vK/[4+(1-v^2)K]$, so

$$\Pi=g\int_0^1v^2\Big(1-\frac{v^2}3\Big)\frac{K}{4+(1-v^2)K}\,dv .$$

Now let $t^2=1/(1-v^2)$, so that $v=\sqrt{t^2-1}/t$, $dv=dt/(t^3v)$, $1-v^2/3=\tfrac23(1+1/2t^2)$, and the last factor equals $t^2K/(K+4t^2)$. Collecting the powers, $v^2t^2dv=v\,dt/t=\sqrt{t^2-1}\,dt/t^2$, and

$$\Pi=g\int_1^\infty\rho(t)\frac{\mathbf q^2}{\mathbf q^2+4m_e^2t^2}\,dt,\qquad \rho(t)=\frac23\Big(1+\frac1{2t^2}\Big)\frac{\sqrt{t^2-1}}{t^2}.$$

The factor $\mathbf q^2$ cancels the Coulomb pole, and $4\pi/(\mathbf q^2+M^2)$ is the Fourier transform of $e^{-Mr}/r$. With $M=2m_et$ and lengths in units of $a$, the exponent is $2\beta tr$ with $\beta=m_ea=m_e/(\mu\alpha)$. The perturbation is $gW$ with

$$W(r)=-\frac{U(r)}r,\qquad U(r)=\int_1^\infty\rho(t)\,e^{-2\beta tr}\,dt. \tag{8}$$

It is a superposition of Yukawa potentials whose longest range is $1/2\beta$. For muonic hydrogen $\beta=0.7373837$, the range is $0.68\,a$, comparable with the decay length $a$ of the density $u^2\propto e^{-r}$ (so the Yukawa exponents $2\beta t\ge1.47$ are neither small nor large against $1$), and $U$ falls from $0.908$ at $r=0.1\,a$ to $0.0534$ at $a$ and $0.00633$ at $2a$. Neither a contact approximation nor a short-distance approximation applies, which is why the integrals are done numerically.

The substitution $t=\cosh\theta$ turns $\rho\,dt$ into $\tfrac23(1+\tfrac12\,\mathrm{sech}^2\theta)\tanh^2\theta\,d\theta$ and removes the square-root endpoint. It also gives the behaviour at small $r$, which dictates the radial grid. Split $\rho=\tfrac{2}{3t}+(\rho-\tfrac2{3t})$. The first part gives $\tfrac23E_1(2\beta r)\to\tfrac23(-\gamma-\ln2\beta r)$. In the second the exponential can be set to one, and up to a large cutoff $\Theta$ one has $\int\tanh^2\theta\,d\theta\to\Theta-1$, $\tfrac12\int\tanh^2\theta\,\mathrm{sech}^2\theta\,d\theta\to\tfrac16$ and $\int dt/t=\ln\cosh\Theta\to\Theta-\ln2$. The second part is $\tfrac23(\ln2-\tfrac56)$, and $U\to\tfrac23(-\ln\beta r-\gamma-\tfrac56)$ for $\beta r\ll1$.

The $\theta$ integrand is even and analytic in a strip around the real axis, where the trapezoid rule converges exponentially in the inverse step. A step of $0.1$ with 320 points turns (8) into a finite Yukawa sum. The program tests this sum against the Feynman-parameter form of $\Pi$ and against direct quadrature in $t$, each to a relative $10^{-9}$, and against the logarithmic limit.

The first order is analytic for each Yukawa term. With $m=2\beta t$ and $\int r^ne^{-(1+m)r}dr=n!/(1+m)^{n+1}$, the 2P element of $-e^{-mr}/r$ is $-\tfrac1{24}\,6/(1+m)^4$. The 2S element is $-\tfrac18[6/(1+m)^4-8/(1+m)^3+4/(1+m)^2]$, whose numerator over $(1+m)^4$ is $6-8(1+m)+4(1+m)^2=2+4m^2$. Thus

$$e_1(2S)=-\int_1^\infty\rho\,\frac{1+2m^2}{4(1+m)^4}\,dt,\qquad e_1(2P)=-\int_1^\infty\frac{\rho}{4(1+m)^4}\,dt .$$

The reduced Green functions for 2S and 2P are now in closed form, and the Uehling potential is a superposition of Yukawa terms whose first-order coefficients are single integrals. It remains to compute the second-order shift, by applying the Green function and by solving the radial equation directly, and to compare the two results.
